\section*{Avalanche multiplication and breakdown with unequal local ionization coefficients}

\section{Continuity equations and multiplication factors}

\subsection{Equal, constant coefficients}

Let electrons enter a depleted layer of width $W$ at $x=0$ and drift towards $+x$, while holes drift towards $-x$. Suppose first that an electron and a hole each create, on average, $\alpha$ new electron--hole pairs per unit path, with the same constant $\alpha$ for both. A pair born at $x$ sends its electron over the remaining distance $W-x$ and its hole over the distance $x$. The two paths add up to $W$, wherever the pair was born, so each pair creates on average
\begin{equation}
\alpha(W-x)+\alpha x=\alpha W
\end{equation}
further pairs directly. The injected electron also travels the distance $W$ and creates $\alpha W$ pairs. Counting that electron and all later generations gives the geometric series
\begin{equation}
M=1+\alpha W+(\alpha W)^2+\cdots=\frac{1}{1-\alpha W},
\qquad \alpha W<1 .
\label{eq:equal}
\end{equation}
The gain diverges when each pair replaces itself by one new pair on average.

With different coefficients $\alpha$ for electrons and $\beta$ for holes, the direct offspring of a pair number $\alpha(W-x)+\beta x$. This depends on the birthplace, and successive generations are no longer related by one common factor from the start. The continuity equations keep track of the positions.

\subsection{Geometry, signs and assumptions}

The electric field points towards $-x$ and has magnitude $E(x)$. Electrons, being negative, are driven towards $+x$, and holes towards $-x$. Both motions carry conventional current towards $-x$. Let $J_n(x)\ge 0$ and $J_p(x)\ge 0$ be the magnitudes of the electron and hole current densities. Since the two currents have the same direction, the magnitude of the total current density is
\begin{equation}
J=J_n+J_p .
\label{eq:total}
\end{equation}

The coefficients $\alpha(x)$ and $\beta(x)$ are non-negative, bounded and piecewise continuous. They are local: their values at $x$ depend on the field at $x$ and not on the path by which a carrier arrived. A newly created carrier can therefore ionize at once, whereas a real carrier must first gain energy over some distance, the dead space. The local model requires this distance to be short compared with both the layer width and the mean path between ionizations.

The problem is one-dimensional and steady, and recombination in the layer is neglected. The field is taken as given, which means that the charge of the avalanche carriers is negligible. If their drift speeds are at least $v$, their charge density is at most of order $J/v$. With a fixed dopant charge density $qN$, where $q$ is the elementary charge, the carrier charge is small compared with the dopant charge if $J\ll qNv$. Close to breakdown a stricter condition is needed, because the gain then responds strongly to a small change of field.

\subsection{Pair balance in a thin slab}

In a slab between $x$ and $x+dx$, the electron flux per unit area is $J_n/q$, and each electron creates $\alpha\,dx$ pairs on average. The hole flux is $J_p/q$, and each hole creates $\beta\,dx$ pairs. The number of pairs created per unit area and time is therefore $(\alpha J_n+\beta J_p)\,dx/q$.

Electrons enter at $x$ and leave at $x+dx$. Their outgoing flux exceeds the incoming one by the number created:
\begin{equation}
J_n(x+dx)-J_n(x)=(\alpha J_n+\beta J_p)\,dx .
\end{equation}
Holes enter at $x+dx$ and leave at $x$, so for them
\begin{equation}
J_p(x)-J_p(x+dx)=(\alpha J_n+\beta J_p)\,dx .
\end{equation}
Division by $dx$ gives the steady continuity equations
\begin{align}
\frac{dJ_n}{dx}&=\alpha J_n+\beta J_p, \label{eq:jn}\\
\frac{dJ_p}{dx}&=-\alpha J_n-\beta J_p. \label{eq:jp}
\end{align}
Their sum is $dJ/dx=0$, so $J$ is the same at every $x$. The drift velocities do not appear, because the coefficients are defined per unit path and the unknowns are fluxes. Velocities would matter for the carrier densities and for the time in which the steady state is reached.

For electron injection alone the boundary conditions are
\begin{equation}
J_n(0)=J_{n0}>0,\qquad J_p(W)=0 .
\label{eq:bc}
\end{equation}
Each carrier type has its condition at the end where it enters. The electron multiplication factor is $M_n=J/J_{n0}$. Since $J_p(W)=0$, it also equals $J_n(W)/J_n(0)$.

\subsection{Solution for the electron current}

Because $J$ is constant, $J_p=J-J_n$ can be inserted in Eq.~\eqref{eq:jn}:
\begin{equation}
\frac{dJ_n}{dx}-(\alpha-\beta)J_n=\beta J .
\label{eq:linear}
\end{equation}
This is a linear first-order equation. Define
\begin{equation}
\phi(x)=\int_0^x\left[\alpha(x')-\beta(x')\right]dx',
\qquad \phi(0)=0,\qquad \frac{d\phi}{dx}=\alpha-\beta .
\label{eq:phi}
\end{equation}
The product rule gives
\begin{equation}
\frac{d}{dx}\left(J_n e^{-\phi}\right)
=e^{-\phi}\left[\frac{dJ_n}{dx}-(\alpha-\beta)J_n\right]
=\beta J e^{-\phi}.
\end{equation}
Integration from $0$ to $x$, with $J_n(0)=J_{n0}$, yields
\begin{equation}
J_n(x)=e^{\phi(x)}\left[J_{n0}
+J\int_0^x\beta(x')e^{-\phi(x')}dx'\right].
\label{eq:jnsol}
\end{equation}
The constant $J$ is still unknown. At $x=W$ the hole current vanishes, so $J_n(W)=J$. Setting $x=W$ and multiplying by $e^{-\phi(W)}$ gives
\begin{equation}
Je^{-\phi(W)}=J_{n0}+J\int_0^W\beta e^{-\phi}dx .
\end{equation}
Collecting the terms in $J$ and dividing by $J$,
\begin{equation}
\frac{1}{M_n}=\frac{J_{n0}}{J}
=e^{-\phi(W)}-\int_0^W\beta e^{-\phi}dx .
\label{eq:betaform}
\end{equation}

A shorter form follows from $d(e^{-\phi})/dx=-(\alpha-\beta)e^{-\phi}$. Integration over the layer gives
\begin{equation}
\int_0^W(\alpha-\beta)e^{-\phi}dx=1-e^{-\phi(W)} .
\end{equation}
Solving this for $e^{-\phi(W)}$ and inserting it in Eq.~\eqref{eq:betaform},
\begin{align}
\frac{1}{M_n}
&=1-\int_0^W(\alpha-\beta)e^{-\phi}dx-\int_0^W\beta e^{-\phi}dx
\nonumber\\
&=1-\int_0^W\alpha e^{-\phi}dx ,
\end{align}
since the two terms in $\beta$ cancel. The result is
\begin{equation}
M_n=\frac{1}{1-I_n},\qquad
I_n=\int_0^W\alpha(x)
\exp\left\{-\int_0^x[\alpha(x')-\beta(x')]dx'\right\}dx ,
\qquad I_n<1 .
\label{eq:main}
\end{equation}

\subsection{Hole current and the meaning of the integral}

The hole current shows what $I_n$ measures. Inserting $J_n=J-J_p$ in Eq.~\eqref{eq:jp} gives
\begin{equation}
\frac{dJ_p}{dx}=-\alpha J+(\alpha-\beta)J_p,
\qquad
\frac{d}{dx}\left(J_pe^{-\phi}\right)=-\alpha Je^{-\phi}.
\end{equation}
Integrate the second equation from $x$ to $W$. The upper limit contributes nothing because $J_p(W)=0$, and therefore
\begin{equation}
J_p(x)=Je^{\phi(x)}\int_x^W\alpha(x')e^{-\phi(x')}dx' .
\label{eq:jpsol}
\end{equation}
At $x=0$ this becomes $J_p(0)=JI_n$. Thus $I_n$ is the fraction of the total current carried by holes at the electron entrance, and $1-I_n$ is the fraction supplied by injection. As $I_n$ approaches one, a fixed injected current supports an ever larger total current.

\subsection{Why the threshold is at one}

Equations~\eqref{eq:jnsol} and \eqref{eq:jpsol} combine to
\begin{equation}
J(1-I_n)=J_{n0}.
\label{eq:balance}
\end{equation}
If $I_n<1$, then $J>0$. Every term in Eqs.~\eqref{eq:jnsol} and \eqref{eq:jpsol} is then non-negative, so the solution is physically admissible throughout the layer.

If $I_n\ge1$, suppose that a non-negative steady state with $J_{n0}>0$ existed. Its total current would satisfy $J\ge J_{n0}>0$. The left side of Eq.~\eqref{eq:balance} would then be zero or negative and the right side positive, which is a contradiction. The negative number produced by $1/(1-I_n)$ above threshold is therefore not a gain. It signals that no steady avalanche with positive injection exists in the prescribed field.

At $I_n=1$, Eq.~\eqref{eq:balance} with $J_{n0}=0$ leaves $J$ free. The profiles~\eqref{eq:jnsol} and \eqref{eq:jpsol} are non-negative for any $J>0$. A current can then persist without injection, and its size is not fixed by these linear equations. What happens above threshold requires time-dependent equations and the reaction of the field and the external circuit.

\subsection{Hole injection}

Now let holes enter at $x=W$ with current density $J_{pW}>0$, and let no electrons enter at $x=0$. Equation~\eqref{eq:jnsol} with $J_{n0}=0$, evaluated at $W$, gives
\begin{equation}
J_n(W)=JI_p,\qquad
I_p=\int_0^W\beta(x)e^{\phi(W)-\phi(x)}dx .
\label{eq:ip}
\end{equation}
At this end $J=J_n(W)+J_{pW}$, hence $J_{pW}=J(1-I_p)$ and
\begin{equation}
M_p=\frac{J}{J_{pW}}=\frac{1}{1-I_p},\qquad I_p<1 .
\end{equation}
The two thresholds can be compared by taking a factor $e^{\phi(W)}$ out of $1-I_p$:
\begin{equation}
1-I_p=e^{\phi(W)}\left[e^{-\phi(W)}-\int_0^W\beta e^{-\phi}dx\right]
=e^{\phi(W)}(1-I_n).
\label{eq:same}
\end{equation}
The bracket is the right side of Eq.~\eqref{eq:betaform}, which equals $1-I_n$. Since the exponential factor is positive and finite, $I_n$ and $I_p$ reach one together. Below threshold,
\begin{equation}
M_p=e^{-\phi(W)}M_n .
\label{eq:ratio}
\end{equation}
The gain depends on which carrier starts the avalanche, but the breakdown condition does not. The carrier with the larger integrated coefficient gives the larger gain when injected.

\subsection{Leakage generated inside the layer}

Leakage current can also start inside the layer, from a source of $G(x)$ pairs per unit volume and time that does not depend on the avalanche. It adds $qG$ to the right side of Eq.~\eqref{eq:jn} and $-qG$ to that of Eq.~\eqref{eq:jp}. The total current remains constant, and the hole equation becomes
\begin{equation}
\frac{d}{dx}\left(J_pe^{-\phi}\right)=-(\alpha J+qG)e^{-\phi}.
\end{equation}
Integrate from $0$ to $W$ with $J_p(W)=J_{pW}$ and $J_p(0)=J-J_{n0}$:
\begin{equation}
J_{pW}e^{-\phi(W)}-(J-J_{n0})
=-JI_n-q\int_0^WGe^{-\phi}dx .
\end{equation}
Moving the terms in $J$ to one side gives
\begin{equation}
J(1-I_n)=J_{n0}+e^{-\phi(W)}J_{pW}+q\int_0^WGe^{-\phi}dx .
\label{eq:allsources}
\end{equation}
Below threshold, a pair generated at $x$ is thus multiplied by $M_ne^{-\phi(x)}$. This weight equals $M_n$ at $x=0$ and, by Eq.~\eqref{eq:ratio}, $M_p$ at $x=W$. Multiplying the whole leakage current by $M_n$ would be justified if all of it entered as electrons at $x=0$, or if $\phi$ were negligible.

\subsection{The opposite coordinate direction}

If a device simulator has electrons moving towards $-x$, they enter at $x=W$. The substitution $x\to W-x$ turns the inner integral in Eq.~\eqref{eq:main} into an integral from the new entrance to the point considered:
\begin{equation}
I_n=\int_0^W\alpha(x)
\exp\left\{-\int_x^W[\alpha(x')-\beta(x')]dx'\right\}dx .
\end{equation}
In either direction, the inner integral for electron injection starts where the electrons enter. Starting it at the other end gives the integral for the mirrored field profile. For unequal coefficients and an asymmetric field its value is in general different: in the example below, at $0.9$ of the breakdown voltage, it would be $0.545$ instead of $0.498$. The two values agree if $\beta/\alpha$ is the same at every $x$, so such a case cannot reveal a wrong orientation.

\section{Breakdown, limiting cases and numerical use}

\subsection{Symbols and results carried over}

Electrons enter at $x=0$ and leave at $x=W$; holes move the other way. Their mean numbers of ionizations per unit path are $\alpha(x)$ and $\beta(x)$. With $\phi(x)=\int_0^x(\alpha-\beta)dx'$, the results needed here are
\begin{align}
M_n&=\frac{1}{1-I_n}, & I_n&=\int_0^W\alpha e^{-\phi}dx,
\label{eq:r1}\\
M_p&=\frac{1}{1-I_p}, & 1-I_p&=e^{\phi(W)}(1-I_n).
\label{eq:r2}
\end{align}
They hold for $I_n<1$. At the electron entrance, holes carry the fraction $I_n$ of the total current. The model is local and steady, and the field is fixed.

\subsection{Breakdown as feedback between generations}

Let $m(x)$ be the mean number of pairs that finally result from one pair born at $x$, itself included. Its electron passes all points between $x$ and $W$, and its hole all points between $0$ and $x$. Every new pair starts the same process at its own birthplace, so
\begin{equation}
m(x)=1+\int_x^W\alpha(x')m(x')dx'
+\int_0^x\beta(x')m(x')dx' .
\label{eq:m}
\end{equation}
Differentiation with respect to the limits gives
\begin{equation}
\frac{dm}{dx}=-\alpha m+\beta m=-(\alpha-\beta)m,
\qquad m(x)=m(0)e^{-\phi(x)} .
\end{equation}
At $x=0$, Eq.~\eqref{eq:m} reads $m(0)=1+m(0)I_n$, hence $m(0)=M_n$. This agrees with the injection result, because the hole of a pair born at $x=0$ leaves at once and only its electron crosses the layer.

The sum over generations starts from $S_0=1$. The next sum $S_{k+1}$ is obtained by putting $S_k$ in place of $m$ on the right side of Eq.~\eqref{eq:m}. All coefficients are non-negative, so the sums do not decrease with $k$. For $I_n<1$ the positive solution $m=M_ne^{-\phi}$ satisfies $m\ge1=S_0$. If $S_k\le m$, inserting both in the right side of Eq.~\eqref{eq:m} gives $S_{k+1}\le m$. The sums are therefore bounded and converge. Their limit satisfies Eq.~\eqref{eq:m}, whose solution was just found to be unique, so the limit is $m$.

For $I_n\ge1$, a bounded limit would have to satisfy $m(0)(1-I_n)=1$ with $m(0)\ge1$, which is impossible. The sums then grow without bound. Divergence of $M_n$ thus means that the feedback between electrons and holes no longer dies out.

The number $I_n$ is not in general the ratio of successive generations. In the example below, at $0.9$ of the breakdown voltage, $I_n=0.498$, while late generations at $x=0$ shrink by a factor $0.651$ each time. At $1.05$ of the breakdown voltage the two numbers are $1.420$ and $1.213$.

\subsection{When one carrier does not ionize}

For $\beta=0$, $d\phi/dx=\alpha$, and the integrand of $I_n$ is a derivative:
\begin{equation}
I_n=\int_0^W\frac{d\phi}{dx}e^{-\phi}dx=1-e^{-\phi(W)},
\qquad M_n=\exp\left(\int_0^W\alpha\,dx\right).
\label{eq:betazero}
\end{equation}
This gain may be large, but it is finite for every finite integral. Electrons move downstream and no ionizing carrier returns. For $\alpha=0$, $I_n=0$ and $M_n=1$, because the injected electron creates nothing. A divergence therefore requires both carriers to ionize.

If $\beta\ge\alpha$ everywhere, then $\phi\le0$ and $e^{-\phi}\ge1$, so $I_n\ge\int_0^W\alpha\,dx$. In $I_p$ the exponent $\phi(W)-\phi(x)$ is an integral of $\alpha-\beta$ from $x$ to $W$ and is not positive, so $I_p\le\int_0^W\beta\,dx$. At breakdown both $I_n$ and $I_p$ equal one, hence
\begin{equation}
\int_0^W\alpha\,dx\le1\le\int_0^W\beta\,dx .
\label{eq:bounds}
\end{equation}
For $\alpha\ge\beta$ everywhere, the two integrals change places.

\subsection{Constant but unequal coefficients}

Let $k=\beta/\alpha$ with $k>0$ and $k\ne1$. Then $\phi=(1-k)\alpha x$ and
\begin{equation}
I_n=\alpha\int_0^We^{-(1-k)\alpha x}dx
=\frac{1-e^{-(1-k)\alpha W}}{1-k}.
\end{equation}
Subtracting this from one over the common denominator gives
\begin{equation}
M_n=\frac{1-k}{e^{-(1-k)\alpha W}-k}.
\label{eq:constant}
\end{equation}
The denominator vanishes when $e^{-(1-k)\alpha W}=k$, so
\begin{equation}
(\alpha W)_B=\frac{\ln(1/k)}{1-k}.
\label{eq:critical}
\end{equation}
At fixed $k$, $dI_n/d(\alpha W)=e^{-(1-k)\alpha W}>0$, so this is the single crossing. As $k\to1$, $\ln(1/k)\to1-k$ to leading order, and the threshold tends to $\alpha W=1$, as in Eq.~\eqref{eq:equal}. As $k\to0$, it grows as $\ln(1/k)$. The values are $4.65$ for $k=0.01$, $1.85$ for $k=0.25$ and $0.462$ for $k=4$. The last two are related by exchanging the carriers: for $k=0.25$, $\beta W=0.25\times1.848=0.462$.

\subsection{A one-sided junction}

Consider an abrupt $p^+n$ junction with the $p^+$ side at $x<0$. The depleted donors have density $N$, and the permittivity is $\varepsilon$. Poisson's equation makes the field magnitude fall linearly,
\begin{equation}
E(x)=E_m-sx,\qquad s=\frac{qN}{\varepsilon},\qquad
W=\frac{E_m}{s},\qquad V=\frac{E_mW}{2}=\frac{E_m^2}{2s}.
\label{eq:junction}
\end{equation}
Here $V$ is the total potential drop, including the built-in part. The drop in the $p^+$ side is neglected, and the drift layer is thicker than $W$. Electrons enter at the field peak.

Use $E$ instead of $x$ as integration variable, with $dx=-dE/s$. Then
\begin{equation}
I_n=\frac1s\int_0^{E_m}\alpha(E)
\exp\left[\frac1s\int_E^{E_m}(\beta-\alpha)dE'\right]dE .
\end{equation}
The peak field $E_m$ appears in both upper limits. Differentiation gives one term from each:
\begin{equation}
\frac{dI_n}{dE_m}=\frac{\alpha(E_m)
+[\beta(E_m)-\alpha(E_m)]I_n}{s}.
\label{eq:slope}
\end{equation}
Raising $E_m$ adds a thin slice at the electron entrance. There electrons carry the fraction $1-I_n$ of the current and holes the fraction $I_n$, and the numerator is the ionization rate of this mixture. If $\beta>\alpha>0$, the slope is positive, and $I_n$ can cross one at a single voltage $V_B$.

From Eq.~\eqref{eq:junction}, $dE_m/dV=s/E_m$. At $I_n=1$ the terms in $\alpha$ cancel, so
\begin{equation}
n\equiv V_B\left.\frac{dI_n}{dV}\right|_{V_B}
=V_B\frac{\beta(E_m)}{E_m}=\frac{\beta(E_m)W}{2}.
\label{eq:n}
\end{equation}
Expanding $I_n$ to first order about $V_B$ gives
\begin{equation}
M_n\simeq\frac{1}{n(1-V/V_B)},\qquad V\to V_B^- .
\label{eq:pole}
\end{equation}

\subsection{Numerical example}

Micrometres and volts suit this problem better than atomic units. The parameters are round model values and represent no particular material: $N=10^{16}\,\mathrm{cm^{-3}}$, relative permittivity $10$, and
\begin{equation}
\alpha=a e^{-b_n/E},\qquad \beta=a e^{-b_p/E},
\end{equation}
with $a=300\,\mathrm{\mu m^{-1}}$, $b_n=1800\,\mathrm{V/\mu m}$ and $b_p=1500\,\mathrm{V/\mu m}$. Since $b_p<b_n$, $\beta>\alpha$ at every non-zero field. The field slope is $s=18.10\,\mathrm{V/\mu m^2}$.

The condition $I_n=1$ gives $E_m=261.4\,\mathrm{V/\mu m}$, or $2.61\,\mathrm{MV/cm}$. Then
\begin{equation}
W=\frac{261.4}{18.10}\,\mathrm{\mu m}=14.4\,\mathrm{\mu m},
\qquad V_B=1888\,\mathrm{V}.
\end{equation}
Direct integration of the two continuity equations gives the same voltage for electron and for hole injection. At breakdown $\int\alpha\,dx=0.509$ and $\int\beta\,dx=1.854$, in agreement with Eq.~\eqref{eq:bounds}. The hole coefficient at the peak is $0.9655\,\mathrm{\mu m^{-1}}$, so Eq.~\eqref{eq:n} gives $n=0.9655\times14.445/2=6.97$. A finite difference of $I_n$ in voltage gives the same value.

At $V=0.9V_B=1699\,\mathrm{V}$ the integrals are $0.3188$ for $\alpha$ and $1.2374$ for $\beta$. Hence
\begin{align}
\phi(W)&=0.3188-1.2374=-0.9186,\\
M_n&=\frac{1}{1-0.4983}=1.993,\\
M_p&=e^{0.9186}\times1.993=4.99 .
\end{align}
Following individual random ionization events gives $M_n=1.973\pm0.012$, where the uncertainty is one standard error. The difference from $1.993$ is about $1.7$ standard errors. The gains at several voltages are:
\begin{center}
\begin{tabular}{cccc}
$V/V_B$ & $I_n$ & $M_n$ & $M_p$\\
0.50 & 0.016 & 1.02 & 1.10\\
0.80 & 0.244 & 1.32 & 2.38\\
0.90 & 0.498 & 1.99 & 4.99\\
0.95 & 0.706 & 3.40 & 10.4\\
0.99 & 0.933 & 14.9 & 54.4
\end{tabular}
\end{center}

Two simplifications can be judged at $0.9V_B$. Setting $\beta=0$ gives $M_n=1.376$, which is $31\%$ below the value with both coefficients. Setting $\beta=\alpha$ gives $1.468$, which is $26\%$ below it, and moves the breakdown voltage to $2216\,\mathrm{V}$, $17\%$ above $V_B$. With $\beta=0$ there is no breakdown: even at $2V_B$ the gain is finite, about $1210$.

The pole law~\eqref{eq:pole} has a narrow range. At $0.999V_B$ it gives $143.4$, against $143.9$ from direct integration. At $0.9V_B$ it gives $1/(6.973\times0.1)=1.43$, which is $28\%$ below $1.993$.

\subsection{Implementation}

For a tabulated field, evaluate $\alpha$ and $\beta$ on a grid from the electron entrance to the exit. Form their running integrals, subtract them to obtain $\phi$, and integrate $\alpha e^{-\phi}$. Lengths and coefficients must use reciprocal units, so that $\phi$ and $I_n$ are dimensionless. Where the field vanishes, the coefficients of this example should be set to their limit, zero, to avoid a division by zero.

Find breakdown as the root of $I_n-1$. This function is smooth through the threshold, whereas $M_n$ diverges and changes sign there. Report a gain after checking that $I_n<1$.

An independent check is to integrate Eqs.~\eqref{eq:jn} and \eqref{eq:jp} backwards from $J_n(W)=1$, $J_p(W)=0$. The total current is then one, and $J_n(0)=1/M_n=1-I_n$. At $1.05V_B$ this gives $J_n(0)=-0.420$: a positive total current would need a negative injected current, so the solution must be rejected.

Errors are amplified near breakdown. From $M_n=(1-I_n)^{-1}$,
\begin{equation}
dM_n=\frac{dI_n}{(1-I_n)^2}=M_n^2\,dI_n,
\qquad \frac{dM_n}{M_n}=M_n\,dI_n .
\end{equation}
At $0.99V_B$, where $M_n=14.9$, an error of $0.001$ in $I_n$ changes the gain by about $1.5\%$ of its value. Errors in the ionization coefficients and in the field enter through $dI_n$, and $I_n$ itself depends steeply on them. In the example, raising $b_p$ by $0.1\%$ raises $V_B$ by only $0.09\%$, but it lowers the gain at the fixed voltage $0.99V_B$ by about $8\%$. A fine grid removes the quadrature error but not these errors, so a large computed gain deserves fewer digits than the voltage at which it diverges. That voltage is also no better than the coefficients: raising both $b_n$ and $b_p$ by $5\%$ moves it from $1888\,\mathrm{V}$ to $2056\,\mathrm{V}$. It is the value for a plane, one-dimensional junction at the temperature for which the coefficients hold. Field crowding at junction edges, punch-through of a thinner drift layer and tunnelling at high doping lie outside the model and can make a real device break down at a lower voltage. The remaining values and comparisons are in the numerical output.

\section*{Computed values}
\begin{verbatim}
donor density = 1.0e+16 cm^-3
relative permittivity = 10
ionization prefactor a = 300 1/um
b_n = 1800 V/um, b_p = 1500 V/um
field slope = 18.095 V/um^2
At breakdown (I_n = 1):
V_B from formula = 1887.73 V
V_B from direct integration = 1887.73 V
V_B from hole injection = 1887.73 V
peak field = 261.38 V/um
peak field = 2.614 MV/cm
depletion width = 14.445 um
alpha at peak field = 0.3064 1/um
beta at peak field = 0.9655 1/um
integral of alpha = 0.5091
integral of beta = 1.8544
pole coefficient n = 6.973
V/V_B, I_n, M_n, M_p (dimensionless):
0.50  0.01613  1.0164  1.0972
0.70  0.11255  1.1268  1.5882
0.80  0.24358  1.3220  2.3777
0.90  0.49829  1.9932  4.9944
0.95  0.70618  3.4035  10.4281
0.99  0.93269  14.8564  54.4139
At V = 0.9 V_B:
V = 1698.96 V
peak field = 247.96 V/um
depletion width = 13.703 um
integral of alpha = 0.31883
integral of beta = 1.23742
phi(W) = -0.91859
I_n = 0.49829, I_p = 0.79978
M_n from formula = 1.9932
M_n from direct integration = 1.9932
M_n from random events = 1.9725 +- 0.0120
M_n from generations = 1.9932
generation ratio = 0.6506
M_n if beta = 0: 1.3755
M_n if beta = alpha: 1.4681
V_B if beta = alpha: 2216.11 V
beta = 0 gain at 2 V_B = 1210.158
At V = 1.05 V_B:
I_n = 1.4199
J_n(0)/J required = -0.4199
generation ratio = 1.2130
At V = 0.999 V_B:
M_n direct = 143.91, pole law = 143.40
Constant coefficients: k, alpha*W at divergence:
0.01  4.6517
0.10  2.5584
0.25  1.8484
0.90  1.0536
4.00  0.4621
\end{verbatim}
